# Spin pumping by standing spin waves and by the uniform mode

## Problem

A ferromagnetic film fills $0<z<d$ and is magnetized along its normal $\hat z$ by an external field $B_0$. At $z=d$ it touches a metal that absorbs spin. Its magnetization is $M_s\mathbf m(z,t)$ with $|\mathbf m|=1$, and without losses

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B,\qquad \gamma>0 .$$

Both surfaces are unpinned: the transverse part of $\mathbf m$ has zero slope there. The direct spin current leaving the film, polarized along $\hat z$, is

$$j=\frac{\hbar g}{4\pi}\,\big\langle \mathbf m\times\dot{\mathbf m}\big\rangle_z\Big|_{z=d}. \tag{1}$$

It is an angular momentum per area and time, with unit J/m². The effective mixing conductance per area, $g$, is taken to be the same for all modes. Cone angles are small, one coherent mode is excited at a time, and pumping is too weak to change the mode profile.

**(a)** Find the modes, and show that they precess circularly.

**(b)** Show that each perpendicular standing spin wave, $n\ge1$, pumps twice the direct spin current of the uniform mode, $n=0$, at equal magnon number and frequency.

**(c)** Find the decay rate of the magnon number due to pumping, first from the spin current and then from the boundary condition that the pumping torque imposes.

**(d)** Evaluate the currents and rates for $d=100$ nm, $M_s=140$ kA/m, exchange stiffness $A=4$ pJ/m, $g=5\times10^{18}$ m⁻² and 10 GHz. The uniform mode has a cone angle of 20 mrad.

## Hints

1. Use $\psi=m_x+im_y$. When $\mathbf m$ depends on $z$ alone, Maxwell's equations give the dipolar field locally.
2. The frequency depends on $n$. What can be adjusted to make the frequencies equal?
3. A magnon removes $\gamma\hbar$ from the magnetic moment along $\hat z$. The magnon number is an integral over the thickness; the pumped current depends on one plane.
4. For the second road in (c), integrate the equation of motion over a vanishingly thin layer at the contact.

## Solution

### (a) Modes

The exchange energy density $A|\partial_z\mathbf m|^2$ gives the field $D\,\partial_z^2\mathbf m$, with $D=2A/M_s$. For the dipolar field, $\nabla\cdot(\mathbf H+\mathbf M)=0$ gives $H_z=-M_z$, while $\nabla\times\mathbf H=0$ leaves no transverse part. Hence

$$\mathbf B=B_0\hat z+D\,\partial_z^2\mathbf m-\mu_0M_s m_z\hat z .$$

To first order $m_z=1$. With $B_i=B_0-\mu_0M_s$, the transverse components of the equation of motion are

$$\dot m_x=-\gamma(B_im_y-Dm_y''),\qquad \dot m_y=\gamma(B_im_x-Dm_x'').$$

Adding $i$ times the second to the first gives

$$\dot\psi=i\gamma(B_i\psi-D\psi''). \tag{2}$$

The solutions with zero slope at both surfaces are

$$\psi_n=a_n\cos(k_nz)\,e^{i\omega t},\quad k_n=\frac{n\pi}{d},\qquad \omega=\gamma\,(B_0-\mu_0M_s+Dk_n^2). \tag{3}$$

Since $|\psi_n|$ is constant in time at each $z$, the precession is circular. The frequencies are made equal by resetting the field for each mode:

$$B_0^{(n)}=\frac{\omega}{\gamma}+\mu_0M_s-Dk_n^2 .$$

The comparison therefore holds $\omega$ fixed, not $B_0$. The normal state is stable only for $B_i>0$, so a mode can be tuned to $\omega$ only if $Dk_n^2<\omega/\gamma$. The comparison at equal frequency below covers those modes.

### (b) Current at equal magnon number

Let $\theta(z)=|\psi(z)|$ be the local cone angle. The lost moment per area is $M_s\int(1-\cos\theta)\,dz$. Dividing by $\gamma\hbar$ and using $1-\cos\theta\simeq\theta^2/2$ gives, for film area $S$,

$$\frac NS=\frac{M_s}{2\gamma\hbar}\int_0^d\theta^2dz=\frac{M_sd}{2\gamma\hbar}\,\overline{\theta^2}. \tag{4}$$

The bar denotes the mean over the thickness. The energy gives the same count. To second order, the field and dipolar terms contribute $\tfrac12M_sB_i\int\theta^2dz$. The exchange term is

$$A\int_0^d|\psi'|^2dz=Ak_n^2\int_0^d\theta^2dz=\tfrac12M_sDk_n^2\int_0^d\theta^2dz,$$

where integration by parts leaves no surface term because the slopes vanish. The sum is $(M_s\omega/2\gamma)\int\theta^2dz=\hbar\omega N/S$.

For the current,

$$(\mathbf m\times\dot{\mathbf m})_z=m_x\dot m_y-m_y\dot m_x=\mathrm{Im}(\psi^*\dot\psi)=\omega\theta^2,$$

so that

$$j=\frac{\hbar g\omega}{4\pi}\,\theta(d)^2. \tag{5}$$

Solving (4) for $\overline{\theta^2}$ and inserting it in (5),

$$j=\frac{\hbar g\omega}{4\pi}\,\frac{2\gamma\hbar}{M_sd}\,\frac NS\,F_n,\qquad F_n=\frac{\theta(d)^2}{\overline{\theta^2}}. \tag{6}$$

At fixed $N$ and $\omega$, only $F_n$ depends on the mode. The uniform mode has $F_0=1$. For $n\ge1$ the surface value is $\theta(d)^2=a_n^2\cos^2(n\pi)=a_n^2$, and the mean is

$$\overline{\theta^2}=\frac{a_n^2}{d}\int_0^d\cos^2\frac{n\pi z}{d}\,dz=a_n^2\left[\frac12+\frac{\sin(2n\pi)}{4n\pi}\right]=\frac{a_n^2}{2}.$$

Thus $F_n=2$, and

$$\boxed{\,j_n=2j_0,\qquad n\ge1\,}.$$

For a standing wave, an unpinned surface is an antinode, where the precession intensity is twice its mean over the film. The number of nodes inside does not matter, so the factor does not grow with $n$.

Equal magnon number does not mean equal microwave drive. A uniform drive couples to $\int_0^d\cos(n\pi z/d)\,dz$, which vanishes for $n\ge1$. In linear response, exciting these modes requires a nonuniform drive or some departure from the ideal uniform film with unpinned surfaces. The pumping torque is itself such a departure, because it acts at one surface only.

### (c) Decay rate

Since the spin density is $-M_s\mathbf m/\gamma$, removing a magnon takes angular momentum $+\hbar$ along $\hat z$ out of the film. Therefore $\hbar\dot N=-jS$, and (6) gives

$$\dot N=-2\alpha_{\rm sp}\omega F_nN,\qquad \alpha_{\rm sp}=\frac{\gamma\hbar g}{4\pi M_sd}. \tag{7}$$

For the second road, the loss of spin at the contact adds a torque to the equation of motion:

$$\dot{\mathbf m}\big|_{\rm sp}=\frac{\gamma\hbar g}{4\pi M_s}\,\mathbf m\times\dot{\mathbf m}\;\delta(z-d).$$

Integrate over a thin layer at the contact. The left side of the equation of motion and the finite fields contribute nothing as the layer shrinks. The exchange torque is $-\gamma D\,\partial_z(\mathbf m\times\partial_z\mathbf m)$. The exchange flux is zero outside the film, so this integrates to $+\gamma D\,\mathbf m\times\partial_z\mathbf m$ evaluated just inside. The two surface torques must cancel:

$$\mathbf m\times\left[\gamma D\,\partial_z\mathbf m+\frac{\gamma\hbar g}{4\pi M_s}\dot{\mathbf m}\right]=0 .$$

To first order the bracket is transverse to $\mathbf m$, so it must itself vanish. Multiplying by $M_s/\gamma$ gives

$$2A\,\psi'(d)+\frac{\hbar g}{4\pi}\,\dot\psi(d)=0. \tag{8}$$

Insert $\psi=\cos(qz)e^{i\Omega t}$, set $x=qd$, and replace $\Omega$ by $\omega$ in the small pumping term:

$$x\tan x=i\eta,\qquad \eta=\frac{\hbar g\omega d}{8\pi A}. \tag{9}$$

For $\eta\ll1$ there are two cases.

- For $n=0$, $\tan x\simeq x$ gives $x^2\simeq i\eta$.
- For $n\ge1$, write $x=n\pi+\delta$. Then $\tan x\simeq\delta$, so $n\pi\delta\simeq i\eta$ and $x^2\simeq n^2\pi^2+2n\pi\delta=n^2\pi^2+2i\eta$.

Both are $x^2\simeq n^2\pi^2+i\eta F_n$. Equation (2) gives $\Omega=\gamma(B_i+Dx^2/d^2)$, hence

$$\mathrm{Im}\,\Omega=\frac{\gamma D\eta}{d^2}F_n=\frac{\gamma}{d^2}\,\frac{2A}{M_s}\,\frac{\hbar g\omega d}{8\pi A}\,F_n=\alpha_{\rm sp}\omega F_n .$$

The amplitude decays at this rate and $N\propto|\psi|^2$ at twice it, in agreement with (7). The condition for an unchanged profile is $\eta\ll1$. Since $\eta\propto d$, it fails for a sufficiently thick film.

Bulk Gilbert damping $\alpha_0$ acts on the whole profile and adds $2\alpha_0\omega$ to the decay rate of every mode. The total rate is then $2\omega(\alpha_0+\alpha_{\rm sp}F_n)$ to first order. The pumping part doubles; the total does not. This total leaves out losses that differ between modes in a real film. Radiation and currents induced in the metal couple to the net precessing moment, so they damp the uniform mode but not the ideal standing waves; for a laterally extended film with the parameters of (d) they add 1–2% of $\alpha_{\rm sp}$. At the fields that tune $n\ge1$ to $\omega$, the $n=0$ branch has degenerate magnons at finite in-plane wavevector, into which defects can scatter.

### (d) Numbers

The fields are $\omega/\gamma=357.2$ mT and $\mu_0M_s=175.9$ mT. For $n=1$,

$$Dk_1^2=\frac{2(4\times10^{-12})}{1.4\times10^5}\left(\frac{\pi}{10^{-7}}\right)^2\mathrm T=56.4\ \mathrm{mT}.$$

The required external fields are 533.2, 476.8 and 307.6 mT for $n=0,1,2$. All exceed $\mu_0M_s$, so the internal field $B_i$ stays positive. For $n=3$ the formula gives 25.6 mT, below $\mu_0M_s$; the film is then no longer magnetized along its normal, so this mode cannot be brought to 10 GHz.

The uniform mode contains

$$\frac NS=\frac{(1.4\times10^5)(10^{-7})(0.020)^2}{2(1.7588\times10^{11})(1.0546\times10^{-34})}\ \mathrm{m^{-2}}=1.51\times10^{17}\ \mathrm{m^{-2}},$$

and pumps

$$j_0=\frac{(1.0546\times10^{-34})(5\times10^{18})(2\pi\times10^{10})(0.020)^2}{4\pi}\ \mathrm{J/m^2}=1.055\ \mathrm{nJ/m^2}.$$

Multiplied by $2e/\hbar$, this corresponds to 320 A/cm². At the same $N$, a standing wave has surface angle $\sqrt2\times20=28.28$ mrad and pumps 2.109 nJ/m², or 641 A/cm².

With $\alpha_{\rm sp}=5.271\times10^{-4}$, the uniform decay rate is $2\alpha_{\rm sp}\omega=66.24$ µs⁻¹, and (7) gives 132.49 µs⁻¹ for $n\ge1$. A numerical eigenvalue calculation with the pumping torque included gives 66.24, 132.49 and 132.48 µs⁻¹ for $n=0,1,2$; the last digit for $n=2$ is grid error, and the root of (8) gives 132.49. Here $\eta=0.033$, and the calculated damping ratio for $n=1$ is 2.0002, so reshaping by pumping is negligible.

The current per magnon was also measured in a time integration of the full lossless equation of motion on 40 intervals. Its ratio to the uniform value is 1.9997 for $n=1$ and 1.9974 for $n=2$. Most of the second deficit comes from the grid. A second difference with spacing $\Delta z$ replaces $k^2$ by about $k^2[1-(k\Delta z)^2/12]$. For $n=2$ this lowers the exchange field of 225.6 mT by 0.21%, hence the frequency, and with it the current, by about 0.13%.

Two further effects are small here. Solving the nonlinear standing wave at this magnon number changes the $n=1$ ratio to 1.9996. A film 100 µm square holds $1.5\times10^9$ coherent magnons, against 625 thermal ones in the 10 GHz mode at 300 K.

These round parameters lie in the rough range of low-damping magnetic insulator films under a heavy metal. They do not describe a particular sample. Unpinned surfaces are an idealization, since an interface can carry its own anisotropy; Variation 2 shows how far that moves the ratio. The readout also matters. In an isotropic or high-symmetry metal, the inverse spin Hall charge current is proportional to the cross product of the flow direction and the spin polarization; crystals of low symmetry allow further components. Here both lie along $\hat z$, so the direct current gives no such signal, but the doubling still appears in the pumping part of the damping. In-plane magnetization removes this obstacle.

## Variation 1: in-plane magnetization

*The film is magnetized along $x$, in its plane, and the precession is elliptical. Does the factor two survive?*

For mode $n$ let $X=B_0+Dk_n^2$. The dipolar field now acts on the normal component $m_z$, so

$$\dot m_y=-\gamma(X+\mu_0M_s)m_z,\qquad \dot m_z=\gamma Xm_y,\qquad \omega=\gamma\sqrt{X(X+\mu_0M_s)} .$$

Take $m_y=a\cos\omega t$ and $m_z=b\sin\omega t$, where $a$ and $b$ carry the profile $\cos k_nz$. The second equation gives $b\omega=\gamma Xa$. The pumped current involves

$$(\mathbf m\times\dot{\mathbf m})_x=m_y\dot m_z-m_z\dot m_y=\omega ab .$$

The energy per area is constant in time. Evaluated at $t=0$, it is

$$\tfrac12M_sX\int a^2dz=\frac{M_s\omega}{2\gamma}\int ab\,dz .$$

With $N$ defined as energy divided by $\hbar\omega$, (4) and (5) hold with $\theta^2$ replaced by $ab$. The factor two survives, and the current per magnon equals that of circular precession. The time integration gives a ratio of 1.9999 for $n=1$.

Counting by lost moment replaces $ab$ in (4) by $(a^2+b^2)/2$. The current per counted magnon is then multiplied by $2ab/(a^2+b^2)$, which is 0.971 for the uniform mode here. Equal $\omega$ implies equal $X$ and so equal $b/a$, and this factor cancels between the modes of this film. It would not cancel between modes of different ellipticity. Circular polarization makes the two counts agree, but the factor two does not require it.

## Variation 2: anisotropy at the contact

*Return to normal magnetization and add a surface energy $-K_sm_z^2$ per area at $z=d$. How does the ratio change at equal $N$ and $\omega$?*

To second order the surface energy is $K_s|\psi(d)|^2$ plus a constant. Making the total energy stationary at the surface gives $2A\psi'(d)+2K_s\psi(d)=0$. With $\psi\propto\cos(xz/d)$,

$$x\tan x=\xi,\quad \xi=\frac{K_sd}{A},\qquad F=\frac{\cos^2x}{\tfrac12+\sin(2x)/(4x)} .$$

For small $\xi$ the uniform mode becomes $x^2\simeq\xi$. The numerator is $1-\xi$ and the denominator $1-\xi/3$, so $F_0\simeq1-2\xi/3$. For $n\ge1$, $x\simeq n\pi+\xi/(n\pi)$. The numerator changes only at second order and the denominator is $\tfrac12[1+\xi/(n^2\pi^2)]$. Hence

$$\frac{j_n}{j_0}\simeq2\left[1+\frac{2\xi}{3}-\frac{\xi}{n^2\pi^2}\right].$$

The ratio rises for $\xi>0$ because the surface intensity, relative to the mean, falls by the fraction $2\xi/3$ in the uniform mode but only by $\xi/(n^2\pi^2)$ in a standing wave.

A chosen $K_s=0.01$ mJ/m² gives $\xi=(10^{-5})(10^{-7})/(4\times10^{-12})=0.25$. The numerical ratios are 2.29 for $n=1$ and 2.34 for $n=2$; the first-order law gives 2.28 and 2.32. This modest anisotropy moves the $n=1$ ratio by 14% from two, far more than the finite angle or the reshaping by pumping.

In the opposite limit, $\xi\gg(n+\tfrac12)\pi$, the contact becomes a node. Then $x\simeq(n+\tfrac12)\pi$ and $\cos x\simeq x/\xi$ in magnitude, so $F_n\simeq2x^2/\xi^2$. Every such current vanishes as $1/\xi^2$, while the ratio tends to $(2n+1)^2$, which is 9 for $n=1$. The factor two is thus a result for unpinned surfaces, and pinning generally changes it.

## Values computed for the example and the checks

```
INPUTS (round model parameters)
thickness d = 100 nm
saturation magnetization Ms = 140 kA/m
exchange stiffness A = 4.0 pJ/m
mixing conductance g = 5.0e+18 1/m^2
frequency = 10.0 GHz
uniform cone angle = 20.0 mrad
INTERMEDIATE VALUES
gamma = 1.7588e+11 rad/(s T)
omega/gamma = 357.2 mT
mu0 Ms = 175.9 mT
magnons per area = 1.510e+17 1/m^2
uniform-mode pumping damping alpha_sp = 5.271e-04
pumping parameter eta = 0.0330
MODES AT EQUAL MAGNON NUMBER AND FREQUENCY
n=0: exchange field = 0.0 mT, external field = 533.2 mT
n=0: surface angle = 20.00 mrad
n=0: spin current = 1.055 nJ/m^2, as charge current 2e/hbar = 320 A/cm^2
n=0: number decay rate, formula = 66.24 1/us, eigenvalue = 66.24 1/us
n=1: exchange field = 56.4 mT, external field = 476.8 mT
n=1: surface angle = 28.28 mrad
n=1: spin current = 2.109 nJ/m^2, as charge current 2e/hbar = 641 A/cm^2
n=1: number decay rate, formula = 132.49 1/us, eigenvalue = 132.49 1/us
n=2: exchange field = 225.6 mT, external field = 307.6 mT
n=2: surface angle = 28.28 mrad
n=2: spin current = 2.109 nJ/m^2, as charge current 2e/hbar = 641 A/cm^2
n=2: number decay rate, formula = 132.49 1/us, eigenvalue = 132.48 1/us
RATIO TO UNIFORM MODE FROM TIME INTEGRATION
n=1, normal magnetization: 1.9997
n=2, normal magnetization: 1.9974
n=1, in-plane, number = energy/(hbar omega): 1.9999
n=0, in-plane: current per magnon, moment count / energy count = 0.9710
NEGLECTED EFFECTS
surface anisotropy Ks = 0.01 mJ/m^2, xi = 0.250
n=1: ratio with Ks = 2.287, first-order law = 2.283
n=2: ratio with Ks = 2.338, first-order law = 2.321
n=1: ratio at finite cone angle = 1.99959
n=1: damping ratio with mode reshaping = 2.00021
film side = 100 um, magnons in film = 1.51e+09
thermal magnons in the mode at 300 K = 625
```
